# Van Vleck paramagnetism of Sm³⁺: effective moment and induced spin

## Problem

A free Sm$^{3+}$ ion has the configuration $4f^5$. Its lowest term is split by the spin–orbit coupling $\lambda\,\mathbf L\cdot\mathbf S$ with $\lambda>0$, and a weak static field $B$ acts along $z$:

$$H=\lambda\,\mathbf L\cdot\mathbf S+b\,W,\qquad b=\mu_BB,\qquad W=L_z+2S_z .$$

Angular momenta are in units of $\hbar$. The magnetic moment along the field is $-\mu_BW$, so a positive $\langle S_z\rangle$ means a spin moment directed against the field. The electron spin factor is taken as 2, and the diamagnetic term, the crystal field and all other terms of the configuration are left out. Let $\Delta$ be the energy of the first excited level above the ground level, and define the effective moment, in units of $\mu_B$, by

$$\mu_{\rm eff}^2=\frac{3kT\chi}{\mu_B^2},\qquad \chi=\frac{-\mu_B\langle W\rangle}{B}\quad(B\to0).$$

(a) Find the ground level, its Landé factor, and the effective moment it would have if the field did not mix it with other levels.

(b) Find how strongly the field mixes the ground level with the level above it, and from this obtain $\mu_{\rm eff}(T)$ when the thermal population of excited levels is neglected.

(c) In the same approximation, find the thermal average $\langle S_z\rangle$ induced by the field. Does it change sign, and if so at what temperature? What is the effective moment there?

(d) Include the thermal population of the excited levels. Evaluate the results for $\Delta/k=1500$ K, at 300 K in particular, and decide whether mixing or population is responsible for the departure from (a).

## Solution

### (a) The ground level alone

Five $f$ electrons with parallel spins occupy the orbitals $m=3,2,1,0,-1$. Hund's rules therefore give $S=5/2$ and $L=5$, the term $^6H$. Since $\mathbf J=\mathbf L+\mathbf S$, squaring gives $2\,\mathbf L\cdot\mathbf S=\mathbf J^2-\mathbf L^2-\mathbf S^2$, and the level energies are

$$E_J=\frac{\lambda}{2}\left[J(J+1)-L(L+1)-S(S+1)\right],\qquad E_{J+1}-E_J=\lambda(J+1).$$

With $\lambda>0$ the lowest level has the smallest $J$, which is $|L-S|=5/2$. The next has $J=7/2$, and $\Delta=\tfrac72\lambda$.

Within a level of fixed $J$, every vector operator is proportional to $\mathbf J$. For the spin we write $\mathbf S\to c\,\mathbf J$ and take the scalar product with $\mathbf J$, which gives $c=\langle\mathbf S\cdot\mathbf J\rangle/[J(J+1)]$. From $\mathbf L=\mathbf J-\mathbf S$ it follows that $2\,\mathbf S\cdot\mathbf J=\mathbf J^2+\mathbf S^2-\mathbf L^2$. For $J=5/2$,

$$c=\frac{\tfrac12\left(\tfrac{35}{4}+\tfrac{35}{4}-30\right)}{\tfrac{35}{4}}=\frac{-25/4}{35/4}=-\frac57 .$$

Because $\mathbf L+2\mathbf S=\mathbf J+\mathbf S$, the Landé factor is $g=1+c=2/7$. The spin points against $\mathbf J$, and the larger orbital part fixes the direction of the total.

The $2J+1$ states of the level have energies $bgM$. To first order in $b$ their populations are $(1-bgM/kT)/(2J+1)$, so

$$\langle W\rangle=-\frac{b}{kT}\,g^2\,\overline{M^2},\qquad \overline{M^2}=\frac{J(J+1)}{3}.$$

The bar is an average over the level. Its value follows from rotational symmetry, since $J_x^2$, $J_y^2$ and $J_z^2$ have equal averages and their sum is $J(J+1)$. Hence

$$\mu_{\rm eff}^2=g^2J(J+1)=\frac{4}{49}\cdot\frac{35}{4}=\frac57,\qquad \mu_{\rm eff}=0.845 .$$

This value is small because spin and orbital moments nearly cancel. A small first-order moment makes second-order contributions relatively important.

### (b) Mixing with the next level

**Which levels mix.** Write $W=J_z+S_z$. The operator $J_z$ has no matrix elements between different $J$, so between levels the field acts through $S_z$ alone. As a component of a vector operator, $S_z$ changes $J$ by at most one, and it conserves $M$. There is no level with $J=3/2$ in this term. The ground level therefore mixes with $J=7/2$ and with no other.

**Strength of the mixing.** The needed quantity is

$$u=\frac{1}{2J+1}\sum_M\left|\langle J{+}1,M|S_z|J,M\rangle\right|^2,\qquad J=\tfrac52 .$$

It can be found without the individual matrix elements. By rotational symmetry, the average of $S_z^2$ over the level is one third of $S(S+1)$:

$$\overline{\langle S_z^2\rangle}=\frac13\cdot\frac{35}{4}=\frac{35}{12}.$$

Inserting a complete set of states of the term between the two factors $S_z$ splits this average into a part that stays in $J=5/2$ and a part that passes through $J=7/2$. The first part is

$$(g-1)^2\,\frac{J(J+1)}{3}=\frac{25}{49}\cdot\frac{35}{12}=\frac{125}{84},$$

and the second is $u$. Therefore

$$u=\frac{35}{12}-\frac{125}{84}=\frac{245-125}{84}=\frac{10}{7}.$$

**Response to the field.** For given $M$ each $J$ occurs once, so non-degenerate perturbation theory applies. To first order in $b$ the ground-level state becomes

$$|\tfrac52,M\rangle-\frac{b}{\Delta}\,|\tfrac72,M\rangle\langle\tfrac72,M|S_z|\tfrac52,M\rangle .$$

The minus sign comes from the energy denominator $E_{5/2}-E_{7/2}=-\Delta$. Consider an operator $A$ whose matrix element between the two levels equals that of $S_z$. Both $A=W$ and $A=S_z$ have this property. The expectation value of $A$ then changes by the cross term and its complex conjugate, $-2b\,|\langle\tfrac72,M|S_z|\tfrac52,M\rangle|^2/\Delta$. Averaged over $M$ this is $-2bu/\Delta$. The changes of the populations act on the diagonal elements as in part (a). Together,

$$\langle W\rangle=-b\left[\frac{g^2J(J+1)}{3kT}+\frac{2u}{\Delta}\right]
=-b\left[\frac{5}{21\,kT}+\frac{20}{7\,\Delta}\right].$$

The first term is the Curie term. The second, the Van Vleck term, does not depend on temperature as long as the excited level is empty. With $\chi=-\mu_B\langle W\rangle/B$ and $b=\mu_BB$,

$$\boxed{\;\mu_{\rm eff}^2=\frac57+\frac{60}{7}\,\frac{kT}{\Delta}\;}$$

The two terms are equal at $kT=\Delta/12$. Well below this temperature the ion behaves as in part (a); well above it, as long as the excited levels remain nearly empty, most of the susceptibility comes from mixing. The "effective moment" is then a measure of $T\chi$ and not a fixed moment carried by the ion.

### (c) The induced spin

For $A=S_z$ the diagonal elements are $(g-1)M$, while those of $W$ remain $gM$. The same perturbation theory gives

$$\langle S_z\rangle=-b\left[\frac{(g-1)\,g\,J(J+1)}{3kT}+\frac{2u}{\Delta}\right].$$

The first numerator contains $(g-1)g=-\tfrac57\cdot\tfrac27=-\tfrac{10}{49}$, and $-\tfrac{10}{49}\cdot\tfrac{35}{12}=-\tfrac{25}{42}$. Hence

$$\frac{\langle S_z\rangle}{b}=\frac{25}{42\,kT}-\frac{20}{7\,\Delta}.$$

The two terms have opposite signs for a physical reason. In the Curie term the field turns the ion as a whole. The total moment, dominated by the orbital part, aligns with the field, so $\mathbf J$ points against the field and $\mathbf S$, opposite to $\mathbf J$, points along it. The spin moment is then directed against the field. In the Van Vleck term the field acts on the spin relative to $\mathbf J$ and turns the spin moment towards the field, which makes $\langle S_z\rangle$ negative.

The Curie term dominates at low temperature and the Van Vleck term at higher temperature. They cancel when

$$\frac{25}{42\,kT^*}=\frac{20}{7\,\Delta}
\quad\Longrightarrow\quad
\boxed{\;kT^*=\frac{25\cdot7}{42\cdot20}\,\Delta=\frac{5}{24}\,\Delta\;}$$

The total moment does not vanish there:

$$\mu_{\rm eff}^2(T^*)=\frac57+\frac{60}{7}\cdot\frac{5}{24}=\frac57+\frac{25}{14}=\frac52,\qquad \mu_{\rm eff}(T^*)=1.581 .$$

The gap has dropped out, and a second route shows why. When $\langle S_z\rangle=0$, we have $\langle W\rangle=\langle J_z\rangle$. Mixing does not alter $J_z$, because the mixed states have the same $M$. Only the Curie response remains, $\langle J_z\rangle=-b\,gJ(J+1)/(3kT)$, and it gives $\mu_{\rm eff}^2=gJ(J+1)=\tfrac27\cdot\tfrac{35}{4}=\tfrac52$. At $T^*$ the whole induced moment is orbital.

### (d) Thermal population and numbers

**Sum over all levels.** Each level $J$ of the term, from $5/2$ to $15/2$, now enters with the weight $w_J=(2J+1)e^{-(E_J-E_{5/2})/kT}$. A level in the middle of the term mixes upward with strength $u_J$ and downward with strength $d_J$. The squared matrix elements between two levels have the same sum over $M$ whichever level one starts from, and only the number of states in the average differs. Therefore

$$d_J=\frac{2J-1}{2J+1}\,u_{J-1},\qquad
u_J=\frac{S(S+1)}{3}-(g_J-1)^2\frac{J(J+1)}{3}-d_J .$$

The second equation is the sum rule of part (b) with the downward part included. Starting from $d_{5/2}=0$, the two equations give all strengths in turn. The energy denominators have opposite signs for the two directions, so the mixing contributes

$$v_J=\frac{2u_J}{\lambda(J+1)}-\frac{2d_J}{\lambda J}$$

and the thermal averages are

$$\frac{\chi}{\mu_B^2}=\frac{\sum_Jw_J\left[\dfrac{g_J^2J(J+1)}{3kT}+v_J\right]}{\sum_Jw_J},\qquad
\frac{\langle S_z\rangle}{b}=-\frac{\sum_Jw_J\left[\dfrac{(g_J-1)g_JJ(J+1)}{3kT}+v_J\right]}{\sum_Jw_J}.$$

The denominator has no term linear in $b$, because the first-order energies $bg_JM$ of each level sum to zero.

**The level $J=7/2$.** Here $g=52/63$, $d=\tfrac68\cdot\tfrac{10}{7}=\tfrac{15}{14}$, and

$$u=\frac{35}{12}-\left(\frac{11}{63}\right)^2\frac{63}{12}-\frac{15}{14}=\frac{2205-121-810}{756}=\frac{91}{54}.$$

The next interval is $\tfrac92\lambda=\tfrac97\Delta$, so $v=\left(\tfrac{91}{27}\cdot\tfrac79-\tfrac{15}{7}\right)/\Delta=0.479/\Delta$. Its upward and downward mixing largely cancel.

**Effective moment at 300 K.** The round value $\Delta/k=1500$ K corresponds to 1043 cm$^{-1}$. At 300 K, $kT/\Delta=0.2$, and the formula of part (b) gives

$$\mu_{\rm eff}^2=0.714+8.571\times0.2=2.429,\qquad \mu_{\rm eff}=1.558 .$$

The population of $J=7/2$ relative to the ground level is $\tfrac86e^{-5}=0.0090$. That level contributes $g^2J(J+1)+3kTv=10.73+0.29=11.02$ to the weighted sum for $\mu_{\rm eff}^2$. Thus

$$\mu_{\rm eff}^2\approx\frac{2.429+0.0090\times11.02}{1.0090}=2.505,\qquad \mu_{\rm eff}\approx1.583 .$$

The sum over all levels also gives 1.583, as does diagonalization of the full Hamiltonian in the 66 states of the term. In SI units the molar susceptibility is $1.31\times10^{-8}$ m$^3$/mol.

To separate the two causes, one can delete the matrix elements of $W$ between different $J$ and keep the thermal population. The moment at 300 K is then 0.897, close to the 0.845 of the ground level. Mixing is therefore responsible for nearly the whole increase. The same deletion leaves $\langle S_z\rangle$ positive at the tested temperatures of 100, 300, 400 and 600 K, so the sign change near room temperature also comes from mixing.

**Temperature of the sign change.** The formula of part (c) gives $T^*=5\times1500/24=312.5$ K, and the full calculation gives 316.5 K. The closed formula is 1.3% low relative to the full result. The shift can be estimated from $J=7/2$ alone. At $kT=5\Delta/24$ its spin response is

$$\frac{\langle S_z\rangle_{7/2}}{b}=\frac{11\cdot52}{63\cdot12\,kT}-\frac{0.479}{\Delta}=\frac{3.63-0.48}{\Delta}=\frac{3.15}{\Delta},$$

which is positive and delays the change of sign. Its relative weight is $\tfrac43e^{-4.8}=0.011$, so it adds $0.035/\Delta$. The ground-level response falls with $x=kT/\Delta$ at the rate $25/(42x^2)=13.7$, in units of $1/\Delta$. The zero therefore moves by $0.035/13.7=0.0025$ in $x$, or about 4 K. At the shifted zero the effective moment is 1.619 instead of 1.581.

The linear response in a field of 1 T, for which $\mu_BB/k=0.672$ K, is as follows.

| $T$ (K) | $\mu_{\rm eff}$ | $10^4\langle S_z\rangle$ | $10^4\langle L_z\rangle$ |
|---:|---:|---:|---:|
| 50 | 1.00 | 67.2 | −179.1 |
| 100 | 1.13 | 27.2 | −83.2 |
| 200 | 1.37 | 7.2 | −35.3 |
| 300 | 1.58 | 0.7 | −20.0 |
| 400 | 1.80 | −2.4 | −13.4 |
| 500 | 2.02 | −4.0 | −10.3 |

At 300 K the spin is almost compensated. The ground-level Curie part is $0.672\times25/(42\times300)=13.3\times10^{-4}$ and the mixing part is $-0.672\times20/(7\times1500)=-12.8\times10^{-4}$. Their difference is only about 4% of either term, so a 1% correction to one of them changes it by about a quarter, and the small residual spin is far more sensitive to the model than the total moment. The complete numerical output follows the text.

**Dependence on the gap.** The Landé intervals all scale with $\Delta$, so $\mu_{\rm eff}$ depends on $T$ and $\Delta$ only through $kT/\Delta$, and $T^*$ is proportional to $\Delta$.

| $\Delta/k$ (K) | $\mu_{\rm eff}$ at 300 K | $T^*$ (K) |
|---:|---:|---:|
| 1300 | 1.685 | 274.3 |
| 1500 | 1.583 | 316.5 |
| 1700 | 1.506 | 358.7 |

Over this range of gaps the moment at 300 K lies between 1.5 and 1.7, so its second figure is set by the gap. The contrast with 0.85 holds throughout this range.

The spin factor has a smaller effect. If it is $2+\delta$, the ground-level factor becomes $g=\tfrac27-\tfrac57\delta$, which reduces the Curie part of the spin by the fraction $\tfrac52\delta$, while the mixing part grows by the fraction $\delta$. To first order $T^*$ falls by the fraction $\tfrac72\delta$. For $\delta=0.00232$ this is 0.8%. The full calculation, which includes thermal population, gives 313.8 K, a fall of 0.9%.

### Limits and conditions

At high temperature the formula of part (b) must fail, because it grows without bound. When $kT$ is large compared with the splitting of the whole term, the density matrix is proportional to $1-H/kT$. Spin and orbit then respond independently, since the trace of $L_zS_z$ vanishes:

$$\langle S_z\rangle\to-\frac{2S(S+1)}{3kT}\,b,\qquad
\mu_{\rm eff}^2\to L(L+1)+4S(S+1)=30+35=65 .$$

The spin is negative in this limit, as expected for a free spin, and positive in the limit $T\to0$. The sum over levels, evaluated every 10 K between 20 K and 5000 K for $\Delta/k=1500$ K, shows one change of sign. The upper part of this range describes the model only: the other terms of the configuration are left out, and in a real ion their thermal population may matter there.

In a solid, a crystal field splits the ground level and mixes different $J$. The Curie term used here then fails once $kT$ is no longer large compared with the splitting, and the mixing can shift $T^*$ considerably. For $\Delta/k=1500$ K, a fourth-order cubic field acting within the term that splits the ground level by about 115 K lowers $T^*$ to about 309 K. At a splitting of 320 to 340 K, $T^*$ falls to about 250 K for one sign of the field, while for the other sign the spin has the same sign at 60 K and at 900 K. A sixth-order cubic field that splits the ground level by less than 30 K but $J=7/2$ by about 550 K gives about 270 K. In all these cases $\mu_{\rm eff}$ at 300 K stays between 1.57 and 1.60. Departures from pure $LS$ coupling change $g$, $u$ and the intervals. With all states of $4f^5$, the Slater integrals $F^2,F^4,F^6=79805,\,57175,\,40250$ cm$^{-1}$ and the one-electron spin–orbit constant adjusted to keep $\Delta/k=1500$ K, one finds $g=0.299$, $u=1.39$ and a second interval of $1.17\Delta$ instead of $1.29\Delta$. The moment at 300 K changes little, to 1.59, but $T^*$ rises to about 333 K and the residual spin at 300 K doubles. This shift of 16 K is four times the population correction of part (d), so the values of $T^*$ given above belong to the single-term model and describe the real ion only to about 5%.

Exchange needs a distinction. Let an exchange field add $hS_z$ to the Hamiltonian, and write the linear response as $\langle S_z\rangle=bf(T)-hK(T)$. In the ground-level approximation $K=(g-1)^2J(J+1)/(3kT)+2u/\Delta>0$. If $h$ comes in mean field from identical ions, $h=a\langle S_z\rangle$, then $\langle S_z\rangle=bf/(1+aK)$. The zero of $f$ stays where it was, provided the paramagnetic state is stable. Stability against uniform order requires $1+aK>0$; order that alternates between sublattices has a separate condition. If $h$ is produced by other magnetic ions or by conduction electrons that the applied field polarizes directly, it does not vanish together with $f$, and the sign change is displaced.

## Computed values

```
L = 5, S = 5/2, ground J = 5/2, number of states = 66
Lande factor: J=5/2: 2/7, J=7/2: 52/63
mixing strength u of J=5/2 with J=7/2: 10/7
interval D/k = 1500 K = 1043 cm^-1
lambda/k = 428.6 K
second interval (7/2 to 9/2) = 1929 K
population ratio J=7/2 to J=5/2 at 300 K: 0.0090
effective moment at 300 K, in mu_B:
  ground level alone:              0.845
  all levels, mixing removed:      0.897
  ground level plus mixing:        1.558
  all levels, level sums:          1.583
  all levels, diagonalization:     1.583
molar susceptibility at 300 K (SI): 1.312e-08 m^3/mol
spin sign change, 5D/24:           312.5 K
spin sign change, all levels:      316.5 K
effective moment at sign change, closed formula: 1.581 mu_B
effective moment at sign change, all levels:     1.619 mu_B
mu_B B/k at 1 T = 0.6717 K
linear response at 1 T: T (K), mu_eff (mu_B), 10^4<Sz>, 10^4<Lz>
     50  1.000     67.171   -179.124
    100  1.134     27.188    -83.165
    200  1.365      7.209    -35.283
    300  1.583      0.660    -20.020
    400  1.804     -2.395    -13.427
    500  2.022     -4.007    -10.290
10^4<Sz> at 300 K, 1 T, mixing removed: 13.359
sensitivity: D/k (K), mu_eff at 300 K (mu_B), sign change (K)
  1300  1.685  274.3
  1400  1.630  295.4
  1500  1.583  316.5
  1600  1.542  337.6
  1700  1.506  358.7
sign change with electron g = 2.00232: 313.8 K
```
